**Mean electric field at the nucleus of an atom in a uniform field**

For $N$ electrons and a clamped nucleus of charge $Z$ in a weak uniform field $F$, the mean total field at the nucleus is $(1-N/Z)F$, which vanishes for a neutral atom. The program asserts symbolically that the closed first-order wavefunction of the one-electron atom satisfies its equation and gives the electronic field $-F/Z$. It compares the radial build-up of the screening in hydrogen with numerical integration of the density change. Diagonalization for hydrogen at $F=0.01$ atomic units gives a total field at the nucleus of about $4\times10^{-10}F$, while the dipole departs from linearity by 0.5 percent. Hartree-Fock calculations in a large s,p basis give $E_{\rm nuc}/F$ close to 0 for He and Be and to 1/3 for Li$^+$, where $E_{\rm nuc}$ is the mean total field at the nucleus. For Li$^+$ the program also asserts that the force from energy differences agrees with $Z E_{\rm nuc}$. In the small cc-pVDZ basis, helium keeps a false residual field of $0.186F$.

## Program and output

```python
# Result under test: for N electrons and a clamped nucleus of charge Z in a
# uniform field F, the mean total field at the nucleus is (1 - N/Z) F.
# It is zero for a neutral atom. Atomic units; the field points along +z.
# An electron (charge -1) has energy +F z and makes the field z/r^3 at the
# nucleus. psi0, psi1: zeroth-order state and first-order change per unit F.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import dblquad
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, roots_laguerre
from pyscf import gto, scf

au_field = physical_constants["atomic unit of electric field"][0]

# --- Exact first-order state of a one-electron atom, symbolic test ---
r, theta, Z = sp.symbols("r theta Z", positive=True)
psi0 = sp.sqrt(Z**3 / sp.pi) * sp.exp(-Z * r)
psi1_parts = [-r * sp.cos(theta) / Z**2 * psi0,
              -r**2 * sp.cos(theta) / (2 * Z) * psi0]
psi1 = sum(psi1_parts)


def apply_h0(g):
    radial = sp.diff(r**2 * sp.diff(g, r), r) / r**2
    angular = sp.diff(sp.sin(theta) * sp.diff(g, theta), theta)
    return -(radial + angular / (r**2 * sp.sin(theta))) / 2 - Z * g / r


equation = apply_h0(psi1) + Z**2 / 2 * psi1 + r * sp.cos(theta) * psi0
assert sp.simplify(equation) == 0


def electron_field(change):
    integrand = 2 * psi0 * change * sp.cos(theta) * 2 * sp.pi * sp.sin(theta)
    over_angle = sp.integrate(sp.expand(integrand), (theta, 0, sp.pi))
    return sp.simplify(sp.integrate(sp.expand(over_angle), (r, 0, sp.oo)))


parts = [electron_field(p) for p in psi1_parts]
assert sp.simplify(sum(parts) + 1 / Z) == 0
part_linear, part_quadratic = [float(p.subs(Z, 1)) for p in parts]
assert abs(part_linear + 2 / 3) < 1e-12
assert abs(part_quadratic + 1 / 3) < 1e-12

# --- Hydrogen: radial build-up of screening and dipole, by quadrature ---
density1 = sp.lambdify((r, theta), (2 * psi0 * psi1).subs(Z, 1), "numpy")


def moment_inside(radius, power):
    """Minus the integral of density1 * cos(theta) * r**power inside radius."""
    def integrand(t, s):
        return (-density1(s, t) * np.cos(t) * s**power
                * 2 * np.pi * s**2 * np.sin(t))
    return dblquad(integrand, 0, radius, 0, np.pi,
                   epsabs=1e-10, epsrel=1e-10)[0]


polarizability = moment_inside(30.0, 1)
assert abs(polarizability - 4.5) < 1e-7
build_up = []
for radius in (1.0, 2.0, 3.0, 5.0):
    screening = moment_inside(radius, -2)
    formula = 1 - np.exp(-2 * radius) * (1 + 2 * radius + 2 * radius**2 / 3)
    assert abs(screening - formula) < 1e-8
    dipole_share = moment_inside(radius, 1) / polarizability
    assert dipole_share < screening
    build_up.append((radius, screening, dipole_share))

# --- Hydrogen at finite field: diagonalization in a Laguerre basis ---
F_H = 0.01
nodes, weights = roots_laguerre(40)
rad, wt = nodes / 2, weights / 2
l_max, n_radial = 5, 12
values, slopes = [], []
for l in range(l_max + 1):
    g_rows, d_rows = [], []
    for n in range(n_radial):
        a = 2 * l + 2
        lag = eval_genlaguerre(n, a, 2 * rad)
        dlag = -2 * eval_genlaguerre(n - 1, a + 1, 2 * rad) if n else 0 * rad
        g = rad**(l + 1) * lag
        dg = (l + 1) * rad**l * lag + rad**(l + 1) * dlag
        norm = np.sqrt(np.sum(wt * g * g))
        g_rows.append(g / norm)
        d_rows.append((dg - g) / norm)
    values.append(np.array(g_rows))
    slopes.append(np.array(d_rows))

size = (l_max + 1) * n_radial
overlap, h_atom, z_mat, field_mat = [np.zeros((size, size)) for _ in range(4)]
for l in range(l_max + 1):
    b = slice(l * n_radial, (l + 1) * n_radial)
    g, d = values[l], slopes[l]
    overlap[b, b] = (g * wt) @ g.T
    potential = l * (l + 1) / (2 * rad**2) - 1 / rad
    h_atom[b, b] = (d * wt) @ d.T / 2 + (g * wt * potential) @ g.T
    if l < l_max:
        c = slice((l + 1) * n_radial, (l + 2) * n_radial)
        cosine = (l + 1) / np.sqrt((2 * l + 1) * (2 * l + 3))
        z_mat[b, c] = cosine * (g * wt * rad) @ values[l + 1].T
        field_mat[b, c] = cosine * (g * wt / rad**2) @ values[l + 1].T
        z_mat[c, b] = z_mat[b, c].T
        field_mat[c, b] = field_mat[b, c].T
energies, vectors = eigh(h_atom + F_H * z_mat, overlap)
state = vectors[:, 0]
energy_H = energies[0]
dipole_H = -state @ z_mat @ state
field_el_H = state @ field_mat @ state
assert abs(energy_H + 0.5) < 1e-3
assert abs(F_H + field_el_H) / F_H < 1e-6
assert dipole_H / F_H - polarizability > 1e-2  # response is nonlinear here

# --- Many electrons: Hartree-Fock at finite field ---
F_HF = 1e-3
exponents = [0.01 * 2.3**k for k in range(19)]
large_basis = [[l, [x, 1.0]] for l in (0, 1) for x in exponents]


def hartree_fock(symbol, charge, basis, position=0.0):
    """Total energy with the field, and mean total field at the nucleus."""
    mol = gto.M(atom=[[symbol, (0.0, 0.0, position)]], unit="Bohr",
                charge=charge, basis={symbol: basis}, verbose=0)
    h_core = (mol.intor("int1e_kin") + mol.intor("int1e_nuc")
              + F_HF * mol.intor("int1e_r")[2])
    mf = scf.RHF(mol)
    mf.get_hcore = lambda *args: h_core
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-7
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    with mol.with_rinv_origin((0.0, 0.0, position)):
        grad = mol.intor("int1e_iprinv")[2]
    field_el = np.sum(mf.make_rdm1() * (grad + grad.T))
    nuclear_charge = mol.atom_charge(0)
    energy = mf.e_tot - nuclear_charge * F_HF * position
    return energy, F_HF + field_el


hf_rows = []
for symbol, charge, n_el, z_nuc in (("He", 0, 2, 2), ("Be", 0, 4, 4),
                                    ("Li", 1, 2, 3)):
    ratio = hartree_fock(symbol, charge, large_basis)[1] / F_HF
    expected = 1 - n_el / z_nuc
    assert abs(ratio - expected) < 2e-3  # finite Gaussian basis
    hf_rows.append((symbol + "+" * charge, n_el, z_nuc, ratio, expected))

step = 0.1
e_plus = hartree_fock("Li", 1, large_basis, step)[0]
e_minus = hartree_fock("Li", 1, large_basis, -step)[0]
force_energy = -(e_plus - e_minus) / (2 * step)
force_field = 3 * hf_rows[2][3] * F_HF
assert abs(force_energy - force_field) / F_HF < 6e-3

small_ratio = hartree_fock("He", 0, "cc-pvdz")[1] / F_HF
assert abs(small_ratio) > 5 * abs(hf_rows[0][3])

# --- Printed results ---
print("HYDROGEN, exact first-order wavefunction")
print(f"applied field F = {F_H:.4f} a.u. = {F_H * au_field:.4e} V/m")
print(f"electron field / F, term z of psi1    = {part_linear:.6f}")
print(f"electron field / F, term z r/2 of psi1 = {part_quadratic:.6f}")
print(f"electron field / F, sum = {part_linear + part_quadratic:.6f}")
first_order = (part_linear + part_quadratic) * F_H
print(f"first-order electron field = {first_order:.6f} a.u.")
print(f"first-order electron field = {first_order * au_field:.4e} V/m")
print(f"total first-order field / F = {1 + part_linear + part_quadratic:.1e}")
print(f"polarizability = {polarizability:.6f} a.u.")
print("Share arising inside radius R (bohr): screening field, dipole")
for radius, screening, share in build_up:
    print(f"R = {radius:.1f}: {screening:.4f}, {share:.4f}")
print("HYDROGEN, diagonalization at the same finite field")
print(f"basis: l = 0 to {l_max}, {n_radial} radial functions for each l")
print(f"energy = {energy_H:.9f} hartree")
print(f"induced dipole / F = {dipole_H / F_H:.6f} a.u.")
print(f"electron field = {field_el_H:.10f} a.u.")
print(f"(total field at nucleus) / F = {(F_H + field_el_H) / F_H:.1e}")
print("HARTREE-FOCK at finite field")
print(f"applied field = {F_HF:.4f} a.u.")
print(f"large basis: {len(exponents)} s and {len(exponents)} p exponents")
print(f"exponents from {exponents[0]:.3f} to {exponents[-1]:.3e} bohr^-2")
print("(total field at nucleus) / F: computed, 1 - N/Z")
for name, n_el, z_nuc, ratio, expected in hf_rows:
    print(f"{name} (N={n_el}, Z={z_nuc}): {ratio:.6f}, {expected:.6f}")
print(f"Li+ nuclear displacement used = +/-{step:.2f} bohr")
print(f"Li+ force from energy difference = {force_energy:.6e} hartree/bohr")
print(f"Li+ force from Z * mean field    = {force_field:.6e} hartree/bohr")
print(f"He in cc-pVDZ: (total field at nucleus) / F = {small_ratio:.6f}")
print("no test failed")
```

Output:

```
HYDROGEN, exact first-order wavefunction
applied field F = 0.0100 a.u. = 5.1422e+09 V/m
electron field / F, term z of psi1    = -0.666667
electron field / F, term z r/2 of psi1 = -0.333333
electron field / F, sum = -1.000000
first-order electron field = -0.010000 a.u.
first-order electron field = -5.1422e+09 V/m
total first-order field / F = 5.6e-17
polarizability = 4.500000 a.u.
Share arising inside radius R (bohr): screening field, dipole
R = 1.0: 0.5038, 0.0326
R = 2.0: 0.8596, 0.2843
R = 3.0: 0.9678, 0.6257
R = 5.0: 0.9987, 0.9497
HYDROGEN, diagonalization at the same finite field
basis: l = 0 to 5, 12 radial functions for each l
energy = -0.500225560 hartree
induced dipole / F = 4.522520 a.u.
electron field = -0.0100000000 a.u.
(total field at nucleus) / F = 4.4e-10
HARTREE-FOCK at finite field
applied field = 0.0010 a.u.
large basis: 19 s and 19 p exponents
exponents from 0.010 to 3.244e+04 bohr^-2
(total field at nucleus) / F: computed, 1 - N/Z
He (N=2, Z=2): 0.000000, 0.000000
Be (N=4, Z=4): 0.000013, 0.000000
Li+ (N=2, Z=3): 0.333334, 0.333333
Li+ nuclear displacement used = +/-0.10 bohr
Li+ force from energy difference = 1.000000e-03 hartree/bohr
Li+ force from Z * mean field    = 1.000001e-03 hartree/bohr
He in cc-pVDZ: (total field at nucleus) / F = 0.185892
no test failed
```
